# Triangular-well levels: Airy zeros, the WKB offset and the mean position

## First half: from a bouncing particle to the Airy levels

### A ratio that asks for a reason

A particle with 0.10 electron masses is pressed against an impenetrable wall by a constant force of 10.000 meV/nm. Its lowest energy level lies at 78.675 meV. Diagonalizing the Hamiltonian on a grid splits this energy into 52.450 meV of mean potential energy and 26.225 meV of mean kinetic energy, which is two parts to one.

The same ratio appears in the position. A classical particle with the ground-state energy would turn back 7.8675 nm from the wall, and the quantum mean distance is 5.2450 nm, two thirds of that. In the fifth level the turning point has moved out to 26.731 nm and the mean distance to 17.821 nm, again two thirds. The ground state has a single hump and the fifth state has five, so it is not obvious why the fraction should be the same.

The model behind these numbers is as follows. An electron of charge \(-e\), with \(e>0\), moves along \(z\) in a uniform electric field of strength \(F>0\) that points along \(+z\). The force on it is \(-eF\), towards the wall at \(z=0\), and its potential energy is

\[
V(z)=eFz\quad(z>0),\qquad \psi(0)=0 .
\]

Energies are measured from the potential at the wall. The mass \(m\) is constant. The field is prescribed: it does not respond to the electron. In a Schrödinger-Poisson calculation this is the Schrödinger half of the problem with the electrostatic half frozen.

### The simplest case: a classical bounce

A classical particle of energy \(E\) moves between the wall and the turning point \(z_t=E/(eF)\), where its kinetic energy vanishes. Its speed at \(z\) is

\[
v(z)=\sqrt{\frac{2(E-eFz)}{m}}=\sqrt{\frac{2E}{m}}\,\sqrt{1-\frac{z}{z_t}} .
\]

The time spent in an interval \(dz\) is proportional to \(dz/v(z)\). With \(u=z/z_t\), the constant prefactor cancels from the time average:

\[
\frac{\langle z\rangle_{\rm cl}}{z_t}
=\frac{\int_0^1 u\,(1-u)^{-1/2}du}{\int_0^1(1-u)^{-1/2}du}.
\]

Substituting \(w=1-u\) turns the numerator into \(\int_0^1(w^{-1/2}-w^{1/2})dw=2-\tfrac23=\tfrac43\), and the denominator into \(\int_0^1w^{-1/2}dw=2\). The ratio is \(2/3\) for every energy. The particle lingers near the turning point, where it is slow, and this pulls the average beyond the midpoint.

So two thirds is the classical value. That does not yet explain the quantum result. The quantum density vanishes at the wall, oscillates, and leaks past the turning point. One would expect agreement for high levels, but the ground state agrees too. The states and their energies are found first, and the question is then settled both by direct integration and by a scaling argument.

### The natural length and energy

A rough estimate shows the scales. Confining the particle within a distance \(d\) costs a kinetic energy of order \(\hbar^2/(2md^2)\), while the potential energy is of order \(eFd\). The first falls with \(d\) and the second rises, and they are equal when \(d^3=\hbar^2/(2meF)\).

The Schrödinger equation makes this precise:

\[
-\frac{\hbar^2}{2m}\frac{d^2\psi}{dz^2}+eFz\,\psi=E\psi .
\]

Set \(z=\ell\xi\), with \(\ell\) a length still to be chosen. Each derivative with respect to \(z\) brings a factor \(1/\ell\), so

\[
-\frac{\hbar^2}{2m\ell^2}\frac{d^2\psi}{d\xi^2}+eF\ell\,\xi\,\psi=E\psi .
\]

The two coefficients become equal if \(\hbar^2/(2m\ell^2)=eF\ell\), which gives

\[
\ell=\left(\frac{\hbar^2}{2meF}\right)^{1/3},\qquad
\varepsilon\equiv eF\ell=\left(\frac{\hbar^2e^2F^2}{2m}\right)^{1/3}.
\]

The second expression follows by moving \(eF=(e^3F^3)^{1/3}\) under the cube root, where one power of \(eF\) cancels. Dividing the equation by \(\varepsilon\) and writing \(E=\varepsilon\lambda\) leaves

\[
\frac{d^2\psi}{d\xi^2}=(\xi-\lambda)\psi .
\]

No parameter of the material or the field remains. Every level is therefore \(\varepsilon\) times a pure number.

For the example, \(F=10^7\) V/m and \(\hbar^2/2m=380.998\) meV nm². Hence

\[
\ell=\left(\frac{380.998}{10.000}\right)^{1/3}\text{nm}=3.3649\ \text{nm},
\qquad
\varepsilon=10.000\times3.3649\ \text{meV}=33.649\ \text{meV}.
\]

This can be tested before any level is known. Since \(\varepsilon\propto F^{2/3}m^{-1/3}\), a field eight times stronger should multiply each level by 4, and a mass eight times larger should halve it. Grid diagonalization gives ratios of 3.99999 and 0.50000 for the ground state.

The limit \(F\to0\) also makes sense. The energy scale goes to zero and the length grows as \(F^{-1/3}\), so the levels crowd together and the states spread without limit. Without a field, nothing holds the particle near the wall.

### The solution that decays

Shift the origin to the turning point with \(x=\xi-\lambda\). The equation becomes Airy's equation,

\[
y''=xy .
\]

For \(x>0\) the particle is in the forbidden region, and an acceptable wave function must decay there. To construct such a solution, try a superposition of exponentials, \(y=\int g(t)e^{-xt}dt\), along a path in the complex \(t\) plane. Two derivatives bring down \(t^2\). Multiplication by \(x\) can be rewritten by parts:

\[
xy=-\int g\,\frac{d}{dt}e^{-xt}\,dt
=-\bigl[g\,e^{-xt}\bigr]_{\rm ends}+\int g'(t)e^{-xt}dt .
\]

If the end terms vanish, \(y''=xy\) holds when \(g'=t^2g\), so \(g=e^{t^3/3}\). Take the path upwards along a vertical line \(t=c+is\) with \(c>0\). There

\[
\frac{t^3}{3}=\frac{c^3}{3}+ic^2s-cs^2-\frac{is^3}{3},
\]

and the term \(-cs^2\) makes the integrand vanish at both ends like a Gaussian. It also justifies differentiating under the integral. With the usual normalization the solution is the Airy function,

\[
{\rm Ai}(x)=\frac1{2\pi i}\int_{c-i\infty}^{c+i\infty}e^{t^3/3-xt}\,dt .
\]

The integrand has no singularities, so the line may be moved to any other \(c>0\) without changing the integral. For \(x>0\), choose \(c=\sqrt x\). The terms \(ic^2s\) and \(-ixs\) then cancel, and the constant part of the exponent is \(x^{3/2}/3-x^{3/2}=-\tfrac23x^{3/2}\). With \(dt=i\,ds\),

\[
{\rm Ai}(x)=\frac{e^{-2x^{3/2}/3}}{2\pi}\int_{-\infty}^{\infty}
e^{-\sqrt x\,s^2}\cos\frac{s^3}{3}\,ds .
\]

The sine part is odd in \(s\) and has dropped out. Since the cosine is at most 1 in magnitude, the remaining integral is at most \(\sqrt\pi\,x^{-1/4}\), and Ai decays at least as fast as \(e^{-2x^{3/2}/3}\). Its derivative has an extra factor \(-t\) in the integrand, which adds only powers of \(x\), so it decays too. Numerical quadrature of this integral at \(x=0.5\), 2 and 5 agrees with an independent evaluation of Ai.

### Why no second solution is allowed

A second-order equation has two independent solutions. Suppose a real solution \(B\), independent of Ai, were also square-integrable towards \(x\to\infty\). For \(x>0\),

\[
(B^2)''=2B'^2+2BB''=2B'^2+2xB^2\ge0 ,
\]

so \(B^2\) is convex. If its slope were ever positive, it would grow at least linearly and could not be integrable. Therefore \(B^2\) never increases, and integrability makes it tend to zero. If \(B\) vanished at some positive \(x\), it would vanish everywhere beyond and hence be identically zero. So \(B\) has one sign, say positive. Then \(B''=xB>0\), which means that \(B'\), being nowhere positive, rises and stays bounded.

Now consider the Wronskian \(W={\rm Ai}\,B'-{\rm Ai}'B\). Its derivative is

\[
W'={\rm Ai}\,B''-{\rm Ai}''B=x\,{\rm Ai}\,B-x\,{\rm Ai}\,B=0 ,
\]

so it is constant, and it is nonzero for independent solutions. But Ai and \({\rm Ai}'\) tend to zero while \(B\) and \(B'\) stay bounded, which forces \(W\to0\). This contradiction excludes \(B\). Up to a constant factor, the wave function is \({\rm Ai}(\xi-\lambda)\).

### The wall selects the energies

At the wall \(\xi=0\), and the condition \(\psi(0)=0\) becomes

\[
{\rm Ai}(-\lambda)=0 .
\]

The sign of \(\lambda\) follows from the energy balance. Multiply \(-\psi''+\xi\psi=\lambda\psi\) by the real function \(\psi\) and integrate from 0 to infinity. Integration by parts gives \(-\int\psi\psi''d\xi=\int\psi'^2d\xi\), because \(\psi\psi'\) vanishes at both ends. Thus

\[
\lambda\int_0^\infty\psi^2d\xi=\int_0^\infty\psi'^2d\xi+\int_0^\infty\xi\psi^2d\xi>0 .
\]

The relevant zeros of Ai are therefore negative. Write them as \(-a_n\), with \(0<a_0<a_1<\dots\). The levels contain their magnitudes:

\[
\boxed{E_n=\left(\frac{\hbar^2e^2F^2}{2m}\right)^{1/3}a_n,\qquad n=0,1,2,\dots}
\]

The first zero has \(a_0=2.33811\), so \(E_0=33.6492\times2.33811\) meV \(=78.675\) meV. The next four levels are 137.556, 185.762, 228.367 and 267.313 meV. The grid calculation, which does not use Airy functions, differs from these five values by a relative amount of at most \(3.6\times10^{-6}\).

All these states are pieces of one curve. Raising the energy slides the Airy function outwards, and a new level appears each time another of its zeros reaches the wall. The zeros passed earlier remain inside the well as nodes, so the state \(n\) has \(n\) nodes for \(z>0\).

The gaps between neighbouring levels shrink, from 58.9 meV at the bottom to 38.9 meV between the fourth and fifth. In a box with two fixed walls the gaps grow with energy. Here the accessible width \(E/(eF)\) grows with the energy. To see how the gaps behave high up, one needs the Airy function far to the left of its turning point.

## Second half: the phase 3/4 and the mean position

### Symbols and results carried over

The potential is \(eFz\) for \(z>0\), with \(\psi(0)=0\). The scales are \(\ell=(\hbar^2/2meF)^{1/3}\) and \(\varepsilon=eF\ell\), which are 3.3649 nm and 33.649 meV in the example. With \(z=\ell\xi\) and \(x=\xi-a_n\), the state \(n\) is proportional to \(y(x)={\rm Ai}(x)\), where \(y''=xy\). The wall lies at \(x=-a_n\), a zero of Ai, and \(E_n=\varepsilon a_n\). The function Ai is the integral of \(e^{t^3/3-xt}/(2\pi i)\) along an upward vertical line with \({\rm Re}\,t>0\). It decays for large positive \(x\), as does its derivative.

### The wave far inside the well

Put \(x=-s\) with \(s>0\). The exponent is now \(f(t)=t^3/3+st\). It is stationary where \(t^2+s=0\), at \(t=\pm i\sqrt s\). At the upper point,

\[
f(i\sqrt s)=-\frac{i}{3}s^{3/2}+is^{3/2}=i\zeta,\qquad \zeta=\tfrac23s^{3/2}.
\]

Bend the path so that it passes through the upper point along \(t=i\sqrt s+e^{i\pi/4}r\), with \(r\) real. Since \(f''=2i\sqrt s\) there and \((e^{i\pi/4})^2=i\),

\[
f=i\zeta-\sqrt s\,r^2+\tfrac13e^{3i\pi/4}r^3 .
\]

This straight leg starts on the real axis at \(t=-\sqrt s\), where \(r=-\sqrt{2s}\), and runs up to the right. The real part of the cubic term is \(-r^3/(3\sqrt2)\). For positive \(r\) it helps the decay. On the part with negative \(r\), where \(|r|\le\sqrt{2s}\), it is at most \(\tfrac13\sqrt s\,r^2\), so the integrand still falls at least as fast as \(e^{-2\sqrt s\,r^2/3}\). The lower leg is the mirror image of the upper one in the real axis. Both outer ends lie in directions where \(e^{t^3/3}\) vanishes, so the vertical line may be bent into this path.

For large \(s\) the Gaussian is narrow, \(r\sim s^{-1/4}\), and the cubic term is of order \(s^{-3/4}\). To leading order it may be dropped, and each leg contributes \(\int e^{-\sqrt s\,r^2}dr=\sqrt\pi\,s^{-1/4}\). The upper leg has direction \(e^{i\pi/4}\). The lower leg, also traversed upwards, has direction \(e^{3i\pi/4}=-e^{-i\pi/4}\). Therefore

\[
{\rm Ai}(-s)\simeq\frac{\sqrt\pi}{2\pi i\,s^{1/4}}
\left[e^{i(\zeta+\pi/4)}-e^{-i(\zeta+\pi/4)}\right]
=\frac{1}{\sqrt\pi\,s^{1/4}}\sin\!\left(\tfrac23s^{3/2}+\frac\pi4\right).
\]

The \(\pi/4\) is the phase left over from joining an oscillating wave to a decaying one at a smooth turning point.

### The WKB levels

At a level, the sine must vanish at \(s=\lambda\), so its argument is a multiple of \(\pi\). Labelling the first zero \(n=0\) and giving it the multiple \(\pi\),

\[
\tfrac23\lambda^{3/2}+\frac\pi4=(n+1)\pi
\quad\Longrightarrow\quad
\tfrac23\lambda^{3/2}=\left(n+\tfrac34\right)\pi .
\]

A large-\(s\) formula cannot by itself guarantee the label of the lowest zero. The comparison below confirms it.

The left side is the WKB action divided by \(\hbar\). With \(p=\sqrt{2m(E-eFz)}\),

\[
\frac1\hbar\int_0^{E/eF}p\,dz
=\frac{\sqrt{2m}}{\hbar}\,\frac{2E^{3/2}}{3eF}
=\frac23\left(\frac E\varepsilon\right)^{3/2},
\]

because \(\varepsilon^{3/2}=\hbar eF/\sqrt{2m}\). Solving for the energy, with \(t_n=\tfrac{3\pi}{2}(n+\tfrac34)\), gives

\[
\boxed{E_n^{\rm WKB}=\varepsilon\,t_n^{2/3}
=\left(\frac{\hbar^2}{2m}\right)^{1/3}\left[\frac{3\pi eF}{2}\left(n+\frac34\right)\right]^{2/3}}
\]

For the ground state \(t_0^{2/3}=2.32025\), and \(E_0^{\rm WKB}=33.6492\times2.32025\) meV \(=78.075\) meV. This is 0.76% below the grid value. The error shrinks to 0.15% for \(n=1\) and 0.02% for \(n=4\), always on the low side in these five levels.

The offset has a direct reading. Two hard walls would require a node at each end and an action of \((n+1)\pi\hbar\). Each wall replaced by a smooth turning point supplies \(\pi/4\) of phase and lowers the required action by that amount: one replacement gives \(n+\tfrac34\), two give \(n+\tfrac12\). Used in this well, the offset \(\tfrac12\) puts the ground state at 59.582 meV, 24% too low, and the offset 1 puts it at 94.581 meV, 20% too high.

High levels offer a classical limit. Differentiating \(\tfrac23\lambda^{3/2}=(n+\tfrac34)\pi\) with respect to \(n\) gives \(\sqrt\lambda\,d\lambda/dn=\pi\), so the gap is approximately \(\pi\varepsilon/\sqrt\lambda\). A classical particle leaves the wall with momentum \(\sqrt{2mE}\) and returns with the opposite momentum. The force \(eF\) needs the time \(T=2\sqrt{2mE}/(eF)\) for this, so

\[
\frac{2\pi\hbar}{T}=\frac{\pi\hbar eF}{\sqrt{2mE}}
=\pi\,\frac{\varepsilon^{3/2}}{\sqrt E}=\frac{\pi\varepsilon}{\sqrt\lambda}.
\]

High up, the gap approaches Planck's constant times the bounce frequency. For low levels the frequency must be taken midway between the two energies: for the lowest gap of 58.9 meV the formula gives 59.0 meV at the midpoint, but 69.1 meV at \(E_0\). Faster particles take longer to return, and this is why the levels crowd together.

### Why WKB is slightly low

The size of the error follows from the next term in the phase. The function \(Y(s)={\rm Ai}(-s)\) obeys \(Y''=-sY\). Write \(Y=A\sin\phi\), where the amplitude \(A\) and phase \(\phi\) vary smoothly. Then

\[
Y''=(A''-A\phi'^2)\sin\phi+(2A'\phi'+A\phi'')\cos\phi .
\]

One function has been replaced by two, so one condition may be imposed. Let the cosine coefficient vanish. Multiplied by \(A\), it reads \((A^2\phi')'=0\), so \(A\propto\phi'^{-1/2}\). The sine terms then require

\[
\phi'^2=s+\frac{A''}{A}.
\]

To leading order \(\phi'=\sqrt s\) and \(A\propto s^{-1/4}\). Two derivatives of \(s^{-1/4}\) give \(\tfrac5{16}s^{-9/4}\), so \(A''/A\simeq5/(16s^2)\). Taking the square root to first order in this correction,

\[
\phi'\simeq\sqrt s+\frac{5}{32}s^{-5/2},
\qquad
\phi\simeq\tfrac23s^{3/2}+\frac\pi4-\frac{5}{48}s^{-3/2}.
\]

The integration constant \(\pi/4\) is fixed by the leading form at large \(s\). The numerical Airy function supports this step for \(s\) between 10 and 30. There the scaled function \(\sqrt\pi\,s^{1/4}{\rm Ai}(-s)\) differs from the sine of the corrected phase by less than \(10^{-4}\).

Setting \(\phi=(n+1)\pi\) at \(s=a_n\) and multiplying by \(\tfrac32\) gives

\[
a_n^{3/2}=t_n+\frac{5}{32}a_n^{-3/2}\simeq t_n+\frac{5}{32t_n},
\qquad
a_n\simeq t_n^{2/3}\left(1+\frac{5}{48t_n^2}\right).
\]

The last step uses \((1+\delta)^{2/3}\simeq1+\tfrac23\delta\). The Airy level lies above the WKB level because the varying amplitude slightly delays the phase, and the zero is reached a little further out.

For \(n=0\), \(t_0=9\pi/8\simeq3.53\), and the correction is 0.83%, near the actual excess over the WKB value, \(a_0/t_0^{2/3}-1=2.33811/2.32025-1=0.77\%\), although \(t_0\) is hardly large. At \(n=19\) the computed coefficient \(t_n^2(a_n/t_n^{2/3}-1)\) is 0.10415, against the limit \(5/48=0.10417\). A label shifted by one would spoil this agreement, so the count of zeros is right there as well.

### The mean position

For the mean position one needs \(\int y^2dx\) and \(\int xy^2dx\) from the wall to infinity. Airy's equation turns both integrands into total derivatives. The first is

\[
\frac{d}{dx}\left(xy^2-y'^2\right)=y^2+2xyy'-2y'y''=y^2 ,
\]

since \(y''=xy\) makes the last two terms cancel. The second is

\[
\begin{aligned}
\frac{d}{dx}\left(x^2y^2-xy'^2+yy'\right)
&=2xy^2+2x^2yy'-y'^2-2xy'y''+y'^2+yy''\\
&=2xy^2+xy^2=3xy^2 .
\end{aligned}
\]

Here \(-2xy'y''=-2x^2yy'\) cancels the second term, the two \(y'^2\) terms cancel, and \(yy''=xy^2\).

At infinity every boundary term vanishes. At the wall \(x=-a_n\) and \(y=0\), so the brackets there equal \(-y'^2\) and \(+a_ny'^2\). Subtracting these lower limits gives

\[
\int_{-a_n}^\infty y^2dx=y'(-a_n)^2,\qquad
\int_{-a_n}^\infty xy^2dx=-\frac{a_n}{3}\,y'(-a_n)^2 .
\]

Direct quadrature confirms both integrals for the five lowest levels. Their ratio is \(\langle x\rangle=-a_n/3\). Since \(\xi=x+a_n\), the mean is \(\langle\xi\rangle=\tfrac23a_n\), and with \(\ell=\varepsilon/(eF)\),

\[
\boxed{\langle z\rangle_n=\frac23\,a_n\ell=\frac{2E_n}{3eF}}
\]

For the ground state this is \(2\times78.675/(3\times10.000)\) nm \(=5.2450\) nm, the value found on the grid. Over the five levels the largest relative deviation is \(7.2\times10^{-6}\).

### The reason for two thirds

The integrals prove the result, and a stretching argument shows why the number of humps is irrelevant. Replace a normalized state \(\psi(z)\) by \(\sqrt b\,\psi(bz)\), which is also normalized and still vanishes at the wall. Lengths shrink by the factor \(b\), so the mean energy becomes

\[
\mathcal E(b)=b^2\langle T\rangle+\frac{\langle V\rangle}{b},
\]

where \(T\) now denotes the kinetic energy. An energy eigenstate makes the mean energy stationary under small allowed changes, so \(\mathcal E'(1)=2\langle T\rangle-\langle V\rangle=0\). Together with \(\langle T\rangle+\langle V\rangle=E\), this gives \(\langle V\rangle=2E/3\) and \(\langle T\rangle=E/3\). These are the 52.450 and 26.225 meV of the opening example. The argument needs a wall that stays in place under stretching and a potential proportional to the distance from it. It does not need the shape of \(\psi\).

The levels themselves give a further check. For a normalized eigenstate, a small change of the force changes the energy by the mean change of the Hamiltonian. The changes of \(\psi\) do not contribute at first order, again because the mean energy is stationary. Hence, with \(E_n\propto(eF)^{2/3}\),

\[
\langle z\rangle_n=\frac{dE_n}{d(eF)}=\frac{2E_n}{3eF}.
\]

Changing the field by 1% either way on the grid and taking the difference of the levels reproduces the grid values of \(\langle z\rangle\).

### Where the results stop

The relation for \(\langle z\rangle\) belongs to stationary states. In a superposition, cross terms between levels \(n\) and \(k\) oscillate at the frequency \((E_n-E_k)/\hbar\), so the mean position in general changes with time. Averaged over a long time these terms vanish, and two thirds returns with \(E\) replaced by the mean energy.

A real barrier has a finite height. The wave function then enters it and \(\psi(0)\) is no longer zero, so the formulas require levels far below the barrier top. The approach to the hard wall is slow. For a high barrier \(V_0\) with the same mass, the wave function penetrates a distance of about \(\hbar/\sqrt{2mV_0}\). This acts like a wall moved back by that distance and lowers the levels by about \(eF\hbar/\sqrt{2mV_0}\), an error that falls only as \(V_0^{-1/2}\). In the example, a barrier of 0.8 eV, ten times \(E_0\), still lowers the ground state by about 7 meV, and one of 3.1 eV by 3.5 meV.

In a crystal, \(m\) is the effective mass for motion along \(z\), and it is constant only near the band edge. For levels of a few hundred meV, the growth of the mass with energy can lower the upper levels by more than the WKB error found above.

The field is also uniform only while the charge in the well is small. In the mean-field Schrödinger-Poisson problem, electrons of density \(N(z)\) in a medium of permittivity \(\kappa\) change the field according to

\[
\frac{dF}{dz}=-\frac{eN(z)}{\kappa}.
\]

The field weakens away from the wall, by a total of \(eN_s/\kappa\) for \(N_s\) electrons per unit area. With \(\kappa=12\epsilon_0\), this equals the field of the example already at \(N_s\approx6.6\times10^{11}\) cm\(^{-2}\). If the electrons are the only charge in the well, the triangular well is a good approximation when \(eN_s/\kappa\) is much smaller than the field at the wall. Otherwise the potential bends below the straight line drawn with the wall field, and a lower potential cannot raise any level. The triangular levels calculated with the wall field are then upper bounds. Fixed dopant charge adds its own term to \(dF/dz\) and must also change the field little over the width of the states. Ionized acceptors weaken the field further and leave the bound intact. Ionized donors strengthen it and can push the levels above the triangular values.

The stretching argument survives in the self-consistent potential, held fixed while the state is stretched, as \(2\langle T\rangle=\langle zV'(z)\rangle\). Since \(zV'\) no longer equals \(V\), the fraction two thirds is in general lost. The numerical output below lists the values for the uniform field.

## Computed values

```
mass m = 0.10 electron masses
field F = 1.0e+07 V/m
force e F = 10.000 meV/nm
hbar^2/2m = 380.998 meV nm^2
length scale = 3.3649 nm
energy scale eps = 33.6492 meV
n, a_n, t_n^(2/3) (no unit)
0  2.33811  2.32025
1  4.08795  4.08181
2  5.52056  5.51716
3  6.78671  6.78445
4  7.94413  7.94249
n, E Airy, E grid, E WKB (meV), WKB error (%)
0  78.675  78.675  78.075  -0.764
1  137.556  137.556  137.350  -0.150
2  185.762  185.762  185.648  -0.061
3  228.367  228.366  228.291  -0.033
4  267.313  267.313  267.258  -0.020
n, <z> grid, 2E/(3eF), turning point E/(eF) (nm)
0  5.2450  5.2450  7.8675
1  9.1704  9.1704  13.7556
2  12.3841  12.3841  18.5762
3  15.2244  15.2245  22.8367
4  17.8208  17.8209  26.7313
ground state: offset, energy (meV), error (%)
0.50  59.582  -24.27
0.75  78.075  -0.76
1.00  94.581  20.22
largest relative level deviation = 3.6e-06
largest relative <z> deviation = 7.2e-06
E_0 ratio for 8 times the field = 3.99999
E_0 ratio for 8 times the mass = 0.50000
WKB error coefficient at n = 19: 0.10415
its limit 5/48 = 0.10417
ground-state potential energy = 52.450 meV
ground-state kinetic energy = 26.225 meV
```
